# Circular intensity differences in Raman optical activity from molecular invariants

## 1. Two groups: what polarizabilities and phases show

Two groups at \(\mathbf r_1,\mathbf r_2\) in one molecule have real symmetric polarizabilities \(\boldsymbol\alpha_1,\boldsymbol\alpha_2\) and do not influence each other. Each group is treated as a point dipole. Circular light travels along \(\mathbf n\) with wavenumber \(k=\omega/c\) and polarization \(\mathbf e\), time factor \(e^{-i\omega t}\). The wave scattered along \(\mathbf n_s\) with polarization \(\mathbf s\) has amplitude

\[F=\sum_j e^{ik(\mathbf n-\mathbf n_s)\cdot\mathbf r_j}\,\mathbf s^*\!\cdot\boldsymbol\alpha_j\cdot\mathbf e .\]

**Forward**, \(\mathbf n_s=\mathbf n\), the phases vanish and the positions drop out. Changing right to left light replaces \(\mathbf e\) by \(\mathbf e^*\). Since \(|\mathbf s\cdot\boldsymbol\alpha\cdot\mathbf e^*|=|\mathbf s^*\!\cdot\boldsymbol\alpha\cdot\mathbf e|\), the intensity summed over both circular \(\mathbf s\) is unchanged: there is no optical activity.

**Backward**, \(\mathbf n_s=-\mathbf n\), scattered light of unchanged handedness has \(\mathbf s=\mathbf e^*\). With \(q_j=\mathbf e\cdot\boldsymbol\alpha_j\cdot\mathbf e\), the part of \(|F|^2\) linear in \(k\) is

\[-4k\,\mathbf n\cdot(\mathbf r_1-\mathbf r_2)\,\mathrm{Im}(q_1q_2^*).\]

It changes sign when \(\mathbf e\to\mathbf e^*\). For rods, \(\boldsymbol\alpha_j=\gamma\mathbf u_j\mathbf u_j\), with polar angles \(\vartheta_j,\varphi_j\) about \(\mathbf n\), \(q_j=\tfrac12\gamma\sin^2\vartheta_j\,e^{-2i\sigma\varphi_j}\), where \(\sigma=+1\) for right and \(-1\) for left light. The linear term becomes

\[\sigma\gamma^2k\,\mathbf n\cdot(\mathbf r_1-\mathbf r_2)\sin^2\vartheta_1\sin^2\vartheta_2\sin2(\varphi_1-\varphi_2).\]

It measures the twist between the rods. Reversing \(\mathbf n\) reverses both the projected distance and the sense of twist, so the term can survive orientational averaging. For reversed handedness \(\mathbf s=\mathbf e\), the numbers \(\mathbf e^*\!\cdot\boldsymbol\alpha_j\cdot\mathbf e\) are real and no linear term arises.

The general result must reproduce the forward zero, and it must add what interacting groups contribute.

## 2. Conventions and induced moments

Right circular means clockwise for an observer facing the source. Then \(\mathbf n\times\mathbf e=i\sigma\mathbf e\), and \(\mathbf B=\mathbf n\times\mathbf E/c\). The quantity sought is

\[\Delta=\frac{I_R-I_L}{I_R+I_L}.\]

The electronic state \(n\) is nondegenerate with real wavefunctions, and \(\omega\) is far from resonance. Set \(\hbar=1\). A perturbation \(-Xfe^{-i\omega t}\) plus its conjugate induces in \(Y\) the amplitude

\[f\sum_j\left[\frac{Y_{nj}X_{jn}}{\omega_{jn}-\omega}+\frac{X_{nj}Y_{jn}}{\omega_{jn}+\omega}\right].\]

For \(Y=\mu_a\), \(X=m_b\) the matrix elements of \(m\) are imaginary. The two numerators are \(ip\) and \(-ip\), with \(p=\mathrm{Im}(\mu_{a,nj}m_{b,jn})\), and the bracket is \(2i\omega p/(\omega_{jn}^2-\omega^2)\). Exchanging \(X\) and \(Y\) reverses its sign. With the quadrupole \(\Theta_{ab}=\tfrac12\sum q(3r_ar_b-r^2\delta_{ab})\) and coupling \(-\tfrac13\Theta_{ab}\partial_aE_b\), the moments are

\[\mu_a=\alpha_{ab}E_b+\tfrac13A_{a,bc}\partial_bE_c-iG'_{ab}B_b,\quad m_b=iG'_{ab}E_a,\quad \Theta_{ab}=A_{c,ab}E_c,\]

\[G'_{ab}=-2\sum_j\frac{\omega\,\mathrm{Im}(\mu_{a,nj}m_{b,jn})}{\omega_{jn}^2-\omega^2},\qquad A_{c,ab}=2\sum_j\frac{\omega_{jn}\mathrm{Re}(\mu_{c,nj}\Theta_{ab,jn})}{\omega_{jn}^2-\omega^2}.\]

For a Raman fundamental, each tensor is replaced by its derivative along the normal coordinate \(Q\), times the matrix element of \(Q\) (Placzek approximation). That factor cancels in \(\Delta\). The Raman shift is neglected beside \(\omega\).

The invariants are

\[\alpha=\tfrac13\alpha_{aa},\quad G'=\tfrac13G'_{aa},\quad \beta_\alpha^2=\tfrac12(3\alpha_{ab}\alpha_{ab}-\alpha_{aa}\alpha_{bb}),\]
\[\beta_G^2=\tfrac12(3\alpha_{ab}G'_{ab}-\alpha_{aa}G'_{bb}),\qquad \beta_A^2=\tfrac12\omega\,\alpha_{ab}\epsilon_{acd}A_{c,db}.\]

These are \(\beta(\alpha)^2\), \(\beta(G')^2\) and \(\beta(A)^2\). The last two can be negative; the square is part of the name.

## 3. The scattered amplitude

Dipoles \(\mathbf p_i\) at \(\mathbf r_i\) radiate \(\sum_i\mathbf s^*\!\cdot\mathbf p_i(1-ik\,\mathbf n_s\cdot\mathbf r_i)\) to first order. Split \(r_bp_a\) into symmetric and antisymmetric parts. The symmetric part is \(\Theta_{ab}/3\) plus a multiple of \(\delta_{ab}\), which drops because \(\mathbf s^*\!\cdot\mathbf n_s=0\). The antisymmetric part is \(\tfrac12\epsilon_{cba}(\mathbf r\times\mathbf p)_c\), and \(\mathbf m=-\tfrac12i\omega\sum\mathbf r\times\mathbf p\) turns it into \((i/\omega)\epsilon_{cba}m_c\). Hence

\[F=\mathbf s^*\!\cdot\Big[\boldsymbol\mu-\frac1c\mathbf n_s\times\mathbf m-\frac{i\omega}{3c}\boldsymbol\Theta\cdot\mathbf n_s\Big].\]

Insert the moments with \(\partial_bE_c=i(\omega/c)n_be_c\), \(\mathbf B=i\sigma\mathbf e/c\) and \(-\mathbf s^*\!\cdot(\mathbf n_s\times\mathbf m)=\mathbf m\cdot(\mathbf n_s\times\mathbf s^*)\):

\[F=s_a^*\alpha_{ab}e_b+F_G+F_A,\]
\[F_G=\frac1c\left[\sigma G'_{ab}s_a^*e_b+iG'_{bc}e_b(\mathbf n_s\times\mathbf s^*)_c\right],\]
\[F_A=\frac{i\omega}{3c}\left[A_{a,bc}s_a^*n_be_c-A_{c,ab}e_cs_a^*n_{s,b}\right].\]

If \(\mathbf s\) is circular with handedness \(\tau\), then \(\mathbf n_s\times\mathbf s^*=-i\tau\mathbf s^*\), and

\[F_G=\frac1c(\sigma G'_{ab}+\tau G'_{ba})s_a^*e_b .\]

## 4. Orientational averages

The average of \(\alpha_{ab}G'_{cd}\) is a combination of three products of Kronecker deltas. Symmetry of \(\alpha_{ab}\) makes two coefficients equal:

\[\langle\alpha_{ab}G'_{cd}\rangle=X\delta_{ab}\delta_{cd}+Y(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}).\]

Contraction with \(\delta_{ab}\delta_{cd}\) gives \(9X+6Y=9\alpha G'\). Contraction with \(\delta_{ac}\delta_{bd}\) gives \(3X+12Y=\alpha_{ab}G'_{ab}=3\alpha G'+\tfrac23\beta_G^2\). Therefore \(Y=\beta_G^2/15\) and \(X=\alpha G'-2\beta_G^2/45\). For \(\langle\alpha_{ab}\alpha_{cd}\rangle\), replace \(\alpha G'\) by \(\alpha^2\) and \(\beta_G^2\) by \(\beta_\alpha^2\).

At rank five, each isotropic term is one \(\epsilon\) times one \(\delta\). Symmetry in \(ab\) and in \(de\) leaves

\[\langle\alpha_{ab}A_{c,de}\rangle=K(\epsilon_{acd}\delta_{be}+\epsilon_{ace}\delta_{bd}+\epsilon_{bcd}\delta_{ae}+\epsilon_{bce}\delta_{ad}).\]

Contraction with \(\epsilon_{acd}\delta_{be}\) gives \(K(18+6+6+0)=30K\) on the right and \(2\beta_A^2/\omega\) on the left, so \(K=\beta_A^2/(15\omega)\).

## 5. Circular components at any angle

Let \(\mathbf N\) be normal to the scattering plane and \(x=\cos\theta=\mathbf n\cdot\mathbf n_s\). With \(\mathbf e=(\mathbf N-i\sigma\,\mathbf n\times\mathbf N)/\sqrt2\) and \(\mathbf s=(\mathbf N-i\tau\,\mathbf n_s\times\mathbf N)/\sqrt2\),

\[u\equiv|\mathbf s^*\!\cdot\mathbf e|^2=\tfrac14(1+\sigma\tau x)^2,\qquad v\equiv|\mathbf s\cdot\mathbf e|^2=\tfrac14(1-\sigma\tau x)^2,\]
\[h\equiv|\mathbf s\cdot\mathbf n|^2=|\mathbf e\cdot\mathbf n_s|^2=\tfrac12(1-x^2).\]

**Leading intensity.** The average of \(|s_a^*\alpha_{ab}e_b|^2\) is \((\alpha^2-\tfrac{2}{45}\beta_\alpha^2)u+\tfrac1{15}\beta_\alpha^2(1+v)\). Over both \(\tau\), \(u\) and \(v\) each sum to \(\tfrac12(1+x^2)\). The total \(S\) obeys

\[90S=45\alpha^2(1+x^2)+\beta_\alpha^2(13+x^2).\]

**Magnetic part.** The linear term is \(2\,\mathrm{Re}\langle(s_a^*\alpha_{ab}e_b)^*F_G\rangle\). The average is unchanged by \(G'_{ab}\to G'_{ba}\), so this equals

\[\frac{2(\sigma+\tau)}{c}\left[\Big(\alpha G'-\frac{2\beta_G^2}{45}\Big)u+\frac{\beta_G^2}{15}(1+v)\right].\]

**Quadrupole part.** Write \([\mathbf a\,\mathbf b\,\mathbf c]\) for the triple product. Contracting the rank-five average with \(s_ae_b^*\) and the first term of \(F_A\) gives \(KT_1\); the second term gives \(KT_2\). Terms with \(\mathbf e^*\!\cdot\mathbf n\) or \(\mathbf s\cdot\mathbf n_s\) vanish:

\[T_1=[\mathbf s\,\mathbf s^*\mathbf n]+(\mathbf s\cdot\mathbf e)[\mathbf e^*\mathbf s^*\mathbf n]+(\mathbf s\cdot\mathbf n)[\mathbf e^*\mathbf s^*\mathbf e],\]
\[T_2=(\mathbf e^*\!\cdot\mathbf n_s)[\mathbf s\,\mathbf e\,\mathbf s^*]+(\mathbf e^*\!\cdot\mathbf s^*)[\mathbf s\,\mathbf e\,\mathbf n_s]+[\mathbf e^*\mathbf e\,\mathbf n_s].\]

Using \(\mathbf e\times\mathbf e^*=i\sigma\mathbf n\), \(\mathbf s\times\mathbf s^*=i\tau\mathbf n_s\), \(\mathbf n\times\mathbf e^*=-i\sigma\mathbf e^*\) and \(\mathbf n_s\times\mathbf s=i\tau\mathbf s\),

\[T_1=i\tau x-i\sigma v+i\sigma h,\qquad T_2=-i\tau h+i\tau v-i\sigma x,\]
\[T_1-T_2=i(\sigma+\tau)(x+h-v).\]

The linear term \(2\,\mathrm{Re}[(i\omega K/3c)(T_1-T_2)]\) is therefore

\[-\frac{2\beta_A^2}{45c}(\sigma+\tau)(x+h-v).\]

Both parts carry \(\sigma+\tau\). To first order in molecular size over wavelength, the difference comes from scattering that keeps the handedness, as in Section 1. Setting \(\tau=\sigma\) and writing \(I=S+\sigma P\),

\[45cP=45\alpha G'(1+x)^2+\beta_G^2(13-10x+x^2)+\beta_A^2(3x^2-6x-1).\]

The middle polynomial is \(-2(1+x)^2+12+3(1-x)^2\). The last is \(-4(x+h-v)\) with \(h-v=\tfrac14+\tfrac12x-\tfrac34x^2\).

Since \(\Delta=P/S\), the cases \(x=1,-1,0\) without an analyser are

\[\boxed{\Delta(0^\circ)=\frac{4[45\alpha G'+\beta_G^2-\beta_A^2]}{c[45\alpha^2+7\beta_\alpha^2]}}\qquad
\boxed{\Delta(180^\circ)=\frac{24[\beta_G^2+\frac13\beta_A^2]}{c[45\alpha^2+7\beta_\alpha^2]}}\]

\[\Delta(90^\circ)=\frac{2[45\alpha G'+13\beta_G^2-\beta_A^2]}{c[45\alpha^2+13\beta_\alpha^2]}.\]

## 6. Right angle with a linear analyser

Now \(\mathbf s\) is real, \(\mathbf s\times\mathbf s^*=0\) and \(x=0\). Choose the sense of the normal as \(\mathbf N=\mathbf n_s\times\mathbf n\), and let \(\mathbf w=\mathbf n_s\times\mathbf s\).

*Perpendicular to the scattering plane* (\(\perp\)): \(\mathbf s=\mathbf N\), \(\mathbf w=-\mathbf n\), \(u=v=\tfrac12\), \(\mathbf s\cdot\mathbf n=0\).

*In the plane* (\(\parallel\)): \(\mathbf s=-\mathbf n\), \(\mathbf w=-\mathbf N\), \(u=v=0\), \(|\mathbf s\cdot\mathbf n|^2=1\).

The magnetic-dipole radiation term in \(F_G\) averages to products containing \((\mathbf s\cdot\mathbf e^*)(\mathbf e\cdot\mathbf w)\), \((\mathbf s\cdot\mathbf e)(\mathbf e^*\!\cdot\mathbf w)\) or \(\mathbf s\cdot\mathbf w\). All vanish in both cases. The remaining \(G'\) term is \((2\sigma/c)[Xu+Y(1+v)]\).

For the quadrupole, \(T_2=(\mathbf e^*\!\cdot\mathbf s)(\mathbf e\cdot\mathbf w)=0\) and \(T_1=i\sigma(|\mathbf s\cdot\mathbf n|^2-v)\), which is \(-i\sigma/2\) for \(\perp\) and \(i\sigma\) for \(\parallel\). The prefactor \(2i\omega K/3c=2i\beta_A^2/45c\) then gives \(+\sigma\beta_A^2/45c\) and \(-2\sigma\beta_A^2/45c\). Thus

\[S_\perp=\frac{45\alpha^2+7\beta_\alpha^2}{90},\qquad P_\perp=\frac{45\alpha G'+7\beta_G^2+\beta_A^2}{45c},\]
\[S_\parallel=\frac{\beta_\alpha^2}{15},\qquad P_\parallel=\frac{6\beta_G^2-2\beta_A^2}{45c},\]

\[\boxed{\Delta_\perp(90^\circ)=\frac{2[45\alpha G'+7\beta_G^2+\beta_A^2]}{c[45\alpha^2+7\beta_\alpha^2]}}\qquad
\boxed{\Delta_\parallel(90^\circ)=\frac{2[\beta_G^2-\frac13\beta_A^2]}{c\,\beta_\alpha^2}}\]

Adding the two \(S\) and the two \(P\) recovers the unanalysed result.

## 7. Origin, symmetric groups and the isotropic limit

**Origin.** Moving all positions by a constant \(\mathbf a\) changes \(G'_{bc}\) by \(-\tfrac12\omega\epsilon_{cde}a_d\alpha_{eb}\). Its trace vanishes because \(\boldsymbol\alpha\) is symmetric. Its contraction with \(\alpha_{bc}\) contains the symmetric matrix \((\boldsymbol\alpha^2)_{ce}\) against \(\epsilon_{cde}\), and also vanishes. The change of \(A_{c,db}\) is \(\tfrac32(a_d\alpha_{bc}+a_b\alpha_{dc})-\delta_{db}a_e\alpha_{ec}\), and each term vanishes in \(\beta_A^2\) for the same reason. Each invariant is therefore separately independent of origin.

**Independent groups.** A group of finite size can carry \(G'\) and \(A\) tensors of its own, and then the forward zero need not hold even without interaction between groups. If a molecule is a sum of point sites with no such tensors and with symmetric polarizabilities \(\mathbf a^i\), then \(G'_{bc}=-\tfrac12\omega\sum_i\epsilon_{cde}r^i_da^i_{eb}\). The trace is zero, and

\[\beta_G^2=\tfrac32\alpha_{bc}G'_{bc}=\tfrac34\omega\sum_i\alpha_{ab}a^i_{bc}\epsilon_{acd}r^i_d=\beta_A^2 .\]

The last equality uses \(A_{c,db}=\sum_i\tfrac32(r^i_da^i_{bc}+r^i_ba^i_{dc})\) plus a \(\delta_{db}\) term, of which only the first term survives. Differentiation along \(Q\) preserves the argument, since each product still contains a symmetric site matrix. Then \(\Delta(0^\circ)=0\), as in Section 1, and

\[\Delta(180^\circ)=\frac{32\beta_G^2}{c[45\alpha^2+7\beta_\alpha^2]}.\]

**Isotropic transition polarizability.** If \(\alpha_{ab}=\alpha\delta_{ab}\), all three anisotropic invariants vanish and

\[\Delta(\theta)=\frac{2G'}{c\alpha}\,\frac{(1+x)^2}{1+x^2}.\]

This is \(4G'/c\alpha\) forward and zero backward, the reverse of the preceding pattern. In this limit \(\Delta_\parallel\) is undefined, because its denominator vanishes.

## 8. A twisted chain

Take Rydberg atomic units: \(\hbar=1\), electron mass \(\tfrac12\), \(e^2=2\), \(c=274.07\). Four equal atoms form a chain with bonds of \(3\,a_0\), bond angles of 110° and a dihedral of +90°. Each carries one Drude electron of frequency 1 Ry, coupled to the others by the near-zone dipole interaction. The light has \(\omega=0.17\) Ry (wavelength 536 nm). The vibration is torsion with rigid bonds and angles.

The displacement must contain no overall translation or rotation. A translation proportional to \(Q\) would add \(-\tfrac12\omega\epsilon_{cde}a_d\alpha^{\rm eq}_{eb}\) to the derivative of \(G'\). This contains the equilibrium polarizability rather than its derivative, so the origin argument does not remove it. A rotation changes the derivative of \(\boldsymbol\alpha\) itself.

With the central bond along \(x\) and the twofold axis along \(y\), the derivatives per radian of dihedral are, in \(a_0^3\),

\[\boldsymbol\alpha'=\begin{pmatrix}1.377&0&1.175\\0&-3.571&0\\1.175&0&2.775\end{pmatrix},\quad
\frac{\mathbf G'}{c}=10^{-3}\begin{pmatrix}-0.434&0&0.855\\0&0.070&0\\-0.019&0&0.498\end{pmatrix}.\]

The trace of \(\boldsymbol\alpha'\) is 0.581, so \(\alpha^2=(0.581/3)^2=0.0375\). The squared elements sum to 25.108, so \(\beta_\alpha^2=\tfrac12(3\times25.108-0.581^2)=37.49\). The chiral invariants divided by \(c\) are

\[\alpha G'/c=8.68\times10^{-6},\quad\beta_G^2/c=2.238\times10^{-3},\quad\beta_A^2/c=1.531\times10^{-3},\]

all in \(a_0^6/\mathrm{rad}^2\). The common denominator is \(45(0.0375)+7(37.49)=264.1\), and

\[\Delta(0^\circ)=\frac{4(0.391+2.238-1.531)\times10^{-3}}{264.1}=1.66\times10^{-5},\]
\[\Delta(180^\circ)=\frac{24(2.238+0.510)\times10^{-3}}{264.1}=2.50\times10^{-4},\]
\[\Delta_\perp(90^\circ)=\frac{2(0.391+15.664+1.531)\times10^{-3}}{264.1}=1.33\times10^{-4},\]
\[\Delta_\parallel(90^\circ)=\frac{2(2.238-0.510)\times10^{-3}}{37.49}=9.2\times10^{-5}.\]

Backward scattering has a difference 15 times the forward one. Of this factor, the prefactors 24 and 4 supply 6 and the brackets supply 2.5. The forward bracket is the smaller one because \(\beta_A^2\) is subtracted from \(\beta_G^2\) there, with \(\beta_A^2/\beta_G^2=0.68\).

This ratio is not 1 because the atoms interact. The dipole on site \(i\) in a uniform field is governed by \(a^i_{ab}=\sum_jR_{ia,jb}\), where \(R\) is the coupled response, and this matrix need not be symmetric. Symmetrizing each block of \(R\) in its Cartesian indices was tested: it restores \(\beta_G^2=\beta_A^2\) and \(\alpha G'=0\). The forward signal of this model thus comes from the antisymmetric part of the site response.

The numerical output also lists a direct sum of dipole waves with full phases, averaged over orientations without a multipole expansion. Over the seven geometries its largest deviation from the formulas is \(8\times10^{-7}\) of the largest difference. Lengthening the wavelength tenfold, by raising \(c\) at fixed \(\omega\), reduces this to \(6\times10^{-9}\). A leading correction of relative second order in size over wavelength would drop a hundredfold, to \(8\times10^{-9}\). At this level the round-off of the finite-difference derivative already affects the printed value, so only its order of magnitude is significant.

## 9. Conditions of use

- Use derivatives of all tensors along the same mode, in one frame and with an origin that stays fixed as \(Q\) varies. Form the invariants after differentiation: they are products of transition tensors, not derivatives of equilibrium invariants.
- Keep \(\omega\) inside \(\beta_A^2\), and take \(\omega\) and \(c\) from the same unit system.
- Near resonance the tensors become complex, and the real-tensor averages above no longer suffice. Degenerate electronic states and oriented samples also lie outside the derivation.
- When the Raman shift is not small beside \(\omega\), the radiated multipole terms carry the scattered frequency and the incident-field terms the incident one. The cancellation into \(\sigma+\tau\) is then incomplete, and scattering that reverses the handedness also contributes. The nuclear-velocity terms omitted here are of the same order in shift over \(\omega\), so the size of the correction in a given geometry cannot be read from the two frequencies alone.
- The chain omits retardation between its atoms, nuclear-velocity terms and real electronic structure. Its values illustrate the formulas and do not predict a particular molecule.

## Computed results

```
speed of light: 274.0720 a0 Ry/hbar
bond length: 3.0 a0; bond angle: 110 deg; dihedral: +90 deg
Drude frequency: 1.00 Ry; light frequency: 0.17 Ry = 2.3130 eV
wavelength: 536.0 nm
wavenumber omega/c: 6.20275e-04 1/a0
polarizability of one free atom: 4.1190 a0^3
mean polarizability of the chain: 17.9374 a0^3
derivative of alpha by dihedral, rows x y z (a0^3/rad):
     1.37671    0.00000    1.17519
     0.00000   -3.57084    0.00000
     1.17519    0.00000    2.77486
derivative of G'/c by dihedral, rows x y z (1e-3 a0^3/rad):
    -0.43388    0.00000    0.85543
     0.00000    0.07007    0.00000
    -0.01934    0.00000    0.49832
alpha^2: 3.747149e-02 a0^6/rad^2
beta(alpha)^2: 3.749375e+01 a0^6/rad^2
alpha G'/c: 8.680045e-06 a0^6/rad^2
beta(G')^2/c: 2.237659e-03 a0^6/rad^2
beta(A)^2/c: 1.531055e-03 a0^6/rad^2
ratio beta(A)^2/beta(G')^2: 0.68422
same ratio, symmetrized response blocks: 1.00000
CID (dimensionless, units of 1e-4): formula, direct wave sum
  forward 0 deg: 0.16615, 0.16615
  90 deg, perpendicular: 1.33150, 1.33150
  90 deg, parallel: 0.92138, 0.92138
  90 deg, no analyser: 1.14287, 1.14287
  backward 180 deg: 2.49684, 2.49684
  50 deg, no analyser: 0.44120, 0.44120
  130 deg, no analyser: 2.00751, 2.00750
largest deviation / largest CID, random response: 8.7e-09
largest deviation / largest CID, chain: 8.2e-07
same with tenfold wavelength: 6.2e-09
```
